\section*{Why Interdiffusing Gases Create a Transient Pressure Difference Between Closed Bulbs}

\section{The decision: equal pressures or no net flow?}

When two gases mix through a narrow line joining closed volumes, a mass-balance calculation needs one more condition besides the diffusion law. One may set the end pressures equal, or set the net flow of molecules to zero. For gases of unequal molecular mass these conditions generally conflict. If the masses differ strongly, more light molecules than heavy ones pass through the line at equal pressures, so there is a net flow. Closed volumes cannot sustain that flow: the bulb rich in heavy gas gains pressure until a viscous return flow cancels it. After a short build-up, zero net flow is therefore the better condition, and the pressure difference is a result to be calculated.

Let bulb A, at $z=0$, be rich in heavy gas 1, and bulb B, at $z=L$, in light gas 2. The capillary has radius $a$. The gases are ideal, isothermal and nonreacting, the flow is slow, and the walls reflect diffusely without adsorbing. The mean free path is much smaller than $a$, and $a\ll L$. Mole fractions are $x_i$, masses $m_i$, species velocities $u_i$, and a prime means $d/dz$.

\section{Why the gas slips}

Define the molar velocity $w=x_1u_1+x_2u_2$. Ordinary diffusion gives the flux of each species relative to $w$:
\begin{equation}
x_1(u_1-w)=-Dx_1',\qquad x_2(u_2-w)=+Dx_1',
\end{equation}
since $x_2'=-x_1'$. Hence
\begin{equation}
u_1=w-\frac{Dx_1'}{x_1},\qquad u_2=w+\frac{Dx_1'}{x_2}.
\label{eq:u}
\end{equation}
Diffusion fixes $u_1-u_2$ but leaves $w$ open. The wall supplies the missing condition.

Suppose first that the pressure is uniform. With negligible inertia, no axial force acts on the gas, so the wall can take no net axial momentum from it. Molecules of species $i$ strike unit wall area at the rate $n_i\bar c_i/4$, with $\bar c_i=\sqrt{8kT/(\pi m_i)}$. In Maxwell's estimate they arrive with the bulk drift $u_i$; after diffuse reflection they have none. Therefore
\begin{equation}
\sum_i \tfrac14 n_i m_i\bar c_i u_i=0
\quad\Longrightarrow\quad
\sum_i x_i\sqrt{m_i}\,u_i=0 ,
\label{eq:wall}
\end{equation}
because $m_i\bar c_i\propto\sqrt{m_i}$. Inserting \eqref{eq:u},
\begin{equation}
w\left(x_1\sqrt{m_1}+x_2\sqrt{m_2}\right)
-Dx_1'\left(\sqrt{m_1}-\sqrt{m_2}\right)=0,
\end{equation}
so the slip velocity is
\begin{equation}
w_s=\sigma Dx_1',\qquad
\sigma=\frac{\sqrt{m_1}-\sqrt{m_2}}{x_1\sqrt{m_1}+x_2\sqrt{m_2}} .
\label{eq:slip}
\end{equation}
Here $x_1'<0$ and $\sigma>0$: the slip runs towards A, the heavy-gas bulb. Equation \eqref{eq:wall} also gives the flux ratio at uniform pressure, $x_1u_1/(x_2u_2)=-\sqrt{m_2/m_1}$, which is Graham's law.

\section{Why a pressure difference follows}

Add a pressure gradient. By \eqref{eq:u}, the mass-average velocity differs from $w$ by an amount uniform over the cross-section, so both have the same radial derivatives. Stokes' equation can then be written for $w$:
\begin{equation}
\frac{\eta}{r}\frac{d}{dr}\left(r\frac{dw}{dr}\right)=p' .
\end{equation}
One integration, with no singularity on the axis, gives $dw/dr=p'r/(2\eta)$. A second, with $w(a)=w_s$, gives
\begin{equation}
w(r)=w_s-\frac{p'}{4\eta}(a^2-r^2).
\end{equation}
The average of $a^2-r^2$ over the cross-section is $(2/a^2)\int_0^a(a^2-r^2)r\,dr=a^2/2$. Thus
\begin{equation}
\langle w\rangle=w_s-\frac{a^2p'}{8\eta}.
\label{eq:mean}
\end{equation}
Once the net flow has stopped, $\langle w\rangle=0$ and
\begin{equation}
p'=\frac{8\eta w_s}{a^2},\qquad
w(r)=w_s\left(\frac{2r^2}{a^2}-1\right).
\end{equation}
The net flow of molecules runs towards A near the wall and towards B near the axis, changing sign at $r=a/\sqrt2$. This is a balance of numbers, not a motion of the whole gas: at the wall the light gas moves towards A and the heavy gas towards B. The mass flow does not vanish. At $\langle w\rangle=0$ it is proportional to $\sum_i m_ix_iu_i=(m_2-m_1)Dx_1'$, directed towards B.

Integrating the gradient from A to B,
\begin{equation}
\Delta p=p_A-p_B=-\int_0^L p'\,dz
=\frac{8}{a^2}\int_{x_{1B}}^{x_{1A}}\eta\,\sigma D\,dx_1 .
\label{eq:main}
\end{equation}
For constant $\eta D$ and pure ends, the numerator of $\sigma$ is the derivative of its denominator, so
\begin{equation}
\int_0^1\sigma\,dx_1=\ln\frac{\sqrt{m_1}}{\sqrt{m_2}},
\qquad
\Delta p=\frac{4\eta D}{a^2}\ln\frac{m_1}{m_2}.
\label{eq:closed}
\end{equation}
Since $D\propto1/p$ while $\eta$ is independent of $p$, $\Delta p\propto1/(pa^2)$ and $\Delta p/p\propto1/(pa)^2$ at fixed gases, compositions and temperature.

\section{Is mass the whole cause?}

No. Equation \eqref{eq:wall} assumes that molecules reach the wall with their bulk drift, although collisions near the wall alter it. A kinetic model shows what else matters. Let $y$ be the distance from a flat wall and $c$ the normal velocity, and let $\phi_i(y,c)$ be the mean axial velocity of species-$i$ molecules having that $c$. Take
\begin{equation}
c\,\partial_y\phi_i+\gamma_i\phi_i
=\gamma_iU_i-\omega_{ij}(U_i-U_j)-\frac{kT}{m_i}\frac{x_i'}{x_i},
\label{eq:kin}
\end{equation}
where $j\ne i$, $U_i=\langle\phi_i\rangle$, and $\langle\ \rangle$ now averages over the Maxwellian in $c$. Momentum conservation requires $n_1m_1\omega_{12}=n_2m_2\omega_{21}$. The choice $\omega_{ij}=kTx_j/(m_iD)$ reproduces $D$. The choice $\gamma_i=p_i/\eta_i$ reproduces the partial viscosity $\eta_i$, the share of $\eta$ carried by species $i$.

Multiply \eqref{eq:kin} by $n_im_i$, average and sum. Relaxation and exchange cancel, and so do the driving terms, because $x_1'+x_2'=0$. Hence $\sum n_im_i\langle c\phi_i\rangle$ is constant; it vanishes far from the wall, and therefore everywhere. Now multiply instead by $n_im_i(y+c/\gamma_i)$ and use
\begin{equation}
c\left(y+\frac{c}{\gamma_i}\right)\partial_y\phi_i
=\partial_y\left[c\left(y+\frac{c}{\gamma_i}\right)\phi_i\right]-c\phi_i .
\end{equation}
The last term cancels the $+c\phi_i$ from relaxation, and the terms proportional to $y$ cancel as before. With the first result, $\sum n_im_i\langle c^2\phi_i\rangle/\gamma_i$ is also constant. Far away $\phi_i=u_i$ and $\langle c^2\rangle=kT/m_i$, so its value is $\sum\eta_iu_i$.

At the wall, where emitted molecules have $\phi_i=0$, try $\phi_i=A+B_i$ for the incident ones, with $B_1=-Dx_1'/x_1$ and $B_2=Dx_1'/x_2$. The first constant gives $\sum x_i\sqrt{m_i}(A+B_i)=0$, hence $A=\sigma Dx_1'$. In the second constant the incident half of the Maxwellian supplies a factor one half:
\begin{equation}
\sum_i\eta_i(w_s+B_i)=\tfrac12\sum_i\eta_i(A+B_i).
\end{equation}
Write $\eta_i=x_ib_i$, so that $\sum\eta_iB_i=-(b_1-b_2)Dx_1'$. Dividing by $\eta$ and solving for $w_s$,
\begin{equation}
w_s\simeq\frac{\sigma+\sigma_\eta}{2}\,Dx_1',\qquad
\sigma_\eta=\frac{b_1-b_2}{\eta}.
\label{eq:avg}
\end{equation}
Maxwell's estimate is good when $\sigma_\eta$ is close to $\sigma$. Molecular size enters through $b_i$.

Equation \eqref{eq:kin} was also solved numerically between diffuse plates, with no slip law imposed. For nitrogen and hydrogen, modelled as below, it gives:

\begin{center}
\begin{tabular}{ccccc}
$x_1$ & $\sigma$ & $\sigma_\eta$ & average & kinetic\\
0.2 & 1.765 & 1.978 & 1.872 & 1.884\\
0.5 & 1.154 & 1.166 & 1.160 & 1.161\\
0.8 & 0.857 & 0.836 & 0.847 & 0.846
\end{tabular}
\end{center}

The last digit of the kinetic column is not fully converged: at $x_1=0.2$ the value for a single wall is 1.886. For an equimolar pair with equal masses but the same unequal diameters, $\sigma=0$, yet the kinetic slip coefficient is $-0.127$. The pressure then rises on the side rich in the smaller molecules. For nearly equal masses, \eqref{eq:slip} therefore cannot be trusted even for the sign. These results belong to the relaxation model, which omits coupling to heat flux and the dependence of the diffusion drift on molecular speed. The agreement in the table is therefore not an error bound for real gases.

\section{How fast it appears and fades}

Let both bulbs have volume $V$, much larger than that of the capillary. With no net flow, $x_1$ is linear in $z$, and each bulb changes composition at the rate $\pi a^2D(x_{1A}-x_{1B})/(LV)$, with opposite signs. The difference decays as $e^{-t/\tau_D}$, where
\begin{equation}
\tau_D=\frac{LV}{2\pi a^2D}.
\end{equation}

Let $\Delta p_{\rm qs}$ be the value from \eqref{eq:main}. Multiplying \eqref{eq:mean} by $8\eta/a^2$ and integrating along the tube gives
\begin{equation}
\frac{8\bar\eta L}{a^2}\langle w\rangle=-\Delta p_{\rm qs}+\Delta p,
\end{equation}
with $\bar\eta$ the average viscosity along the tube. The pressure in A changes at $-\pi a^2p\langle w\rangle/V$, that in B oppositely, so
\begin{equation}
\frac{d\Delta p}{dt}=\frac{\Delta p_{\rm qs}-\Delta p}{\tau_p},
\qquad \tau_p=\frac{4\bar\eta LV}{\pi a^4p},
\qquad \frac{\tau_p}{\tau_D}=\frac{8\bar\eta D}{a^2p}.
\label{eq:ode}
\end{equation}
The small ratio that makes $\Delta p/p$ small also makes the pressure respond quickly.

Approximate $\Delta p_{\rm qs}=\Delta p_0e^{-t/\tau_D}$ and start from $\Delta p=0$. Then
\begin{equation}
\Delta p=\Delta p_0\frac{\tau_D}{\tau_D-\tau_p}
\left(e^{-t/\tau_D}-e^{-t/\tau_p}\right).
\end{equation}
Setting the derivative to zero gives $e^{-t/\tau_D}/\tau_D=e^{-t/\tau_p}/\tau_p$, so the peak is at
\begin{equation}
t_*=\frac{\ln(\tau_D/\tau_p)}{1/\tau_p-1/\tau_D},\qquad
\Delta p(t_*)=\Delta p_0e^{-t_*/\tau_D}.
\end{equation}
The second relation follows from \eqref{eq:ode}, since $\Delta p=\Delta p_{\rm qs}$ where the derivative vanishes.

\section{How large: nitrogen and hydrogen at 10 Torr}

Take $T=300$ K, $a=0.50$ mm, $L=50$ mm and $V=100$ cm$^3$, with nitrogen in A and hydrogen in B. Rough hard-sphere diameters are $d_1=0.37$ and $d_2=0.27$ nm. First-order Chapman--Enskog theory supplies
\begin{equation}
\eta_i^0=\frac{5}{16d_i^2}\sqrt{\frac{m_ikT}{\pi}},\qquad
D=\frac{3kT}{8pd_{12}^2}\sqrt{\frac{kT}{2\pi\mu}},
\end{equation}
with $d_{12}=(d_1+d_2)/2$ and $\mu=m_1m_2/(m_1+m_2)$. The mixture viscosity is $\eta=x_1b_1+x_2b_2$, where
\begin{equation}
\left[\frac{x_i}{\eta_i^0}+x_jK\left(\frac53+\frac{m_j}{m_i}\right)\right]b_i
-\frac23x_jKb_j=1,
\end{equation}
$K=2m_1m_2/[(m_1+m_2)^2\eta_{12}]$ and $\eta_{12}=5\sqrt{2\mu kT/\pi}/(16d_{12}^2)$. The results are $D=52.27$ cm$^2$/s and an equimolar viscosity of 16.13 $\mu$Pa\,s. Equation \eqref{eq:closed} then gives
\begin{equation}
\Delta p=\frac{4(16.13\times10^{-6})(52.27\times10^{-4})}
{(0.50\times10^{-3})^2}\ln\frac{28.014}{2.016}
\simeq3.55\ \mathrm{Pa},
\end{equation}
or 26.6 mTorr. Integrating \eqref{eq:main} with the composition-dependent viscosity gives 3.17 Pa, or 23.8 mTorr: 0.24\% of the total pressure. The integral is smaller for two reasons of similar size: the viscosity averaged over composition, 15.33 $\mu$Pa\,s, lies below the equimolar value, and $\sigma$ is largest in hydrogen-rich gas, where the viscosity is low.

The time constants are $\tau_D=609$ s and, with $\bar\eta=15.33\ \mu$Pa\,s, $\tau_p=1.17$ s. The predicted peak is 23.5 mTorr at 7.3 s. A time-dependent simulation of both species, using the same slip and transport laws, also gives 23.5 mTorr at 7.3 s. It thus tests the reduction to two time constants, not the slip law. At mid-capillary it finds a slip of $-119$ mm/s and a mean return velocity of $+119$ mm/s. After one $\tau_D$ the difference is still 8.6 mTorr.

The plate calculation tests the slip law and the return flow together. For plates a distance $H$ apart, the factor 8 in $p'=8\eta w_s/a^2$ becomes 12 and $a$ becomes $H$. With the path $\ell=\eta\sqrt{2kT/\bar m}/p$, where $\bar m$ is the mean molecular mass, the ratio of the kinetic equimolar pressure gradient to this formula is 0.51, 0.70 and 0.83 at $H/\ell=10$, 20 and 40. A fit to these three widths extrapolates to 1.007; the exact wide-channel limit is the ratio of the kinetic slip coefficient to $\sigma$, 1.006. The wide-channel limit is thus approached slowly. Its closeness to 1 reflects the agreement of $\sigma$ with the kinetic slip coefficient at this composition; at $x_1=0.2$ the two differ by about 7\%.

\section{Where the estimate fails}

In the example $\ell/a=0.014$ for the equimolar gas; it ranges from 0.011 in pure nitrogen to 0.021 in pure hydrogen. The pressure-driven flow itself slips at the wall, which makes the return flow easier by about 6.6\% in the equimolar gas, by about 5\% in nitrogen-rich and nearly 9\% in hydrogen-rich gas; weighted along the tube this is about 7\%, and it would lower the full 23.8 mTorr to 22.2 mTorr. Replacing $\sigma$ by the average in \eqref{eq:avg} would raise it by 3.6\%. The altered flow within the wall layer and the curvature of the wall add corrections of the same order in $\ell/a$, which are not included here. With the uncertainty in $D$ discussed below, even the second digit of $\Delta p$ is uncertain for the real gases. The resistance of the tube ends, estimated as that of disc openings, lengthens $\tau_D$ by about 1.6\%; since the ends take up that share of the composition drop, the slip inside the tube and hence $\Delta p$ fall by a similar fraction. Pressure-driven diffusion is below about 0.2\% of ordinary diffusion, and the weight of the gas in a vertical tube contributes less than 0.1 mTorr.

At 1 Torr in the same tube, the formula would give $\Delta p/p\simeq24\%$ with $\ell/a=0.14$, outside its range. In the opposite limit, $\ell\gg a$, molecules hardly collide with one another and each species equalizes independently, with a time $\tau_i\propto\sqrt{m_i}$. For initially pure equal bulbs,
\begin{equation}
\Delta p=p\left(e^{-t/\tau_1}-e^{-t/\tau_2}\right).
\end{equation}
The heavy-gas bulb still gains pressure, because light gas enters faster than heavy gas leaves, but no viscous return flow is involved. With $R=\sqrt{m_1/m_2}$, setting the derivative to zero gives a peak $\Delta p/p=R^{-1/(R-1)}-R^{-R/(R-1)}$, independent of pressure and radius.

The closed bulbs of the example represent a valved-off section, not a line under continuous purge, where the imposed flow removes the condition $\langle w\rangle=0$. The first-order $D$ is not converged for this mass ratio: the second Chapman--Enskog approximation leaves it unchanged in hydrogen-rich gas but raises it by 5.5\% at equal fractions and by 7.5\% in nitrogen-rich gas, which alone moves 23.8 mTorr to 24.9 mTorr. The first-order hard-sphere $D$ corresponds to 0.69 cm$^2$/s at atmospheric pressure; the real value is roughly 0.8, which would raise $\Delta p$ by some 15\% with all else fixed. Real surfaces may also reflect partly specularly. If a fraction $\alpha_i$ of species $i$ reflects diffusely, its weight in \eqref{eq:wall} becomes $\alpha_i\sqrt{m_i}$. A common $\alpha$ cancels from Maxwell's estimate. A 10\% lower value for nitrogen alone changes the logarithm 1.316 by $\ln0.9=-0.105$, lowering \eqref{eq:closed} by 8\%.

\section{What to do about it}

\begin{itemize}
\item For closed volumes in the slip regime, and times well beyond $\tau_p$, compute the mixing with zero net molecular flow and obtain $\Delta p$ from \eqref{eq:main}. If the end pressures are held equal externally, use the slip flow \eqref{eq:slip} instead.
\item Before reading a small pressure drift as a leak, compare it with $\Delta p$. With equal bulbs, each shifts by half of $\Delta p$, in opposite directions, and the shift fades with $\tau_D$.
\item Use a gauge whose reading does not depend on gas composition, and zero it after the gases have mixed.
\item Keep the bulb temperatures steady. A sudden difference of 0.71 K would imitate the full signal at first, but flow through the capillary would relax it within a few $\tau_p$.
\item To suppress the effect, widen the connection. At fixed pressure and for $\ell\ll a$, doubling $a$ divides both $\Delta p$ and $\tau_D$ by nearly four.
\end{itemize}

The numerical output lists the remaining intermediate values.

\section*{Computed values}
\begin{verbatim}
temperature 300 K; pressure 10.0 Torr
capillary radius 0.50 mm; length 50 mm
volume of each bulb 100 cm3
masses N2, H2: 28.014, 2.016 u
diameters N2, H2: 0.37, 0.27 nm
viscosity pure N2 17.88 uPa s
viscosity pure H2 9.01 uPa s
viscosity equimolar 16.13 uPa s
viscosity averaged over x1 15.33 uPa s
diffusion coefficient 52.27 cm2/s
mean path equimolar 6.98 um; over radius 0.0140
x1=0.2 sigma: Maxwell 1.765, viscous 1.978, average 1.872, kinetic 1.884
x1=0.5 sigma: Maxwell 1.154, viscous 1.166, average 1.160, kinetic 1.161
x1=0.8 sigma: Maxwell 0.857, viscous 0.836, average 0.847, kinetic 0.846
kinetic sigma shift on coarse mesh 0.001 %
equal masses, unequal sizes: kinetic sigma -0.127
equal masses: viscous-weight sigma -0.232
channel 10 paths: gradient kinetic/formula 0.508
channel 20 paths: gradient kinetic/formula 0.698
channel 40 paths: gradient kinetic/formula 0.832
same ratio, wide-channel limit 1.007
tube axis velocity / wall slip -1.000
radius of zero velocity / a 0.707
integral of sigma over x1 1.3158
full dp, formula 3.170 Pa = 23.78 mTorr
full dp / p 0.238 %
dp, constant equimolar viscosity 26.64 mTorr
composition time 609.0 s; pressure time 1.171 s
ratio pressure time / composition time 0.00192
capillary profile time L^2/(pi^2 D) 0.048 s
peak time: formula 7.34, simulated 7.26 s
peak dp: formula 23.49, simulated 23.50 mTorr
mid-capillary slip velocity at peak -119.25 mm/s
mid-capillary return velocity at peak 119.25 mm/s
t=0.5 composition times: dp simulated 14.34, formula 14.31 mTorr
  mole-fraction difference simulated 0.6064, formula 0.6065
t=1.0 composition times: dp simulated 8.65, formula 8.63 mTorr
  mole-fraction difference simulated 0.3678, formula 0.3679
wall-layer slip correction to dp 3.58 %
viscous slip raises return flow by 6.73 %
dp with viscous slip alone 22.28 mTorr
pressure diffusion / ordinary diffusion 0.103 %
end resistance / capillary resistance 1.57 %
gas-weight difference, vertical tube 0.0511 mTorr
bulb temperature difference imitating dp 0.71 K
\end{verbatim}
